\section*{A minimal residual method for Green's functions of Hermitian matrices, part 1}

(Sections cited here and not found follow in the second part.)

\section{Why a short recurrence exists}

\textit{Q.} I must solve $(z-H)x=b$, where $H$ is an $N\times N$ Hermitian matrix and $z=E+i\eta$ is complex, because I want the Green's function $G(z)=b^\dagger(z-H)^{-1}b$. The matrix $A=z-H$ is not Hermitian. A method that minimizes the residual over a Krylov space needs an orthonormal basis of that space, and for a non-Hermitian matrix each new vector has to be orthogonalized against all earlier ones. Why should this matrix be an exception?

\textit{A.} Take $\langle u,v\rangle=u^\dagger v$, exact arithmetic until I say otherwise, $A$ nonsingular, and the starting guess $x_0=0$. Let $\mathcal K_m=\mathrm{span}\{b,Ab,\dots,A^{m-1}b\}$, and let $d$ be the grade of $b$, the dimension at which these spaces stop growing. The Arnoldi process produces orthonormal vectors $u_1,\dots,u_d$ with $\mathrm{span}\{u_1,\dots,u_j\}=\mathcal K_j$. Since $Au_j\in\mathcal K_{j+1}$,
\begin{equation}
Au_j=\sum_{i=1}^{j+1}h_{ij}u_i,\qquad h_{ij}=\langle u_i,Au_j\rangle .
\end{equation}
The recurrence is called an optimal $(s+2)$-term recurrence if $h_{ij}=0$ for $j>i+s$ and every $b$, for then only $i=j-s,\dots,j+1$ remain. Suppose that the adjoint is a polynomial of degree $s$ in the matrix, $A^\dagger=\pi_s(A)$; such a matrix is called normal($s$). Moving $A$ across the inner product gives
\begin{equation}\label{band}
h_{ij}=\langle A^\dagger u_i,u_j\rangle=\langle \pi_s(A)u_i,u_j\rangle=0\qquad (j>i+s),
\end{equation}
because $\pi_s(A)u_i\in\mathcal K_{i+s}$ and $u_j$ is orthogonal to $\mathcal K_{j-1}\supseteq\mathcal K_{i+s}$. For the shifted matrix,
\begin{equation}\label{adj}
A^\dagger=\bar z-H=(z-H)-(z-\bar z)=A-2i\eta ,
\end{equation}
a polynomial of degree one. So $A$ is normal(1) and the recurrence has three terms. Hermiticity is sufficient for that and is not necessary.

\textit{Q.} The Faber--Manteuffel theorem is an ``if and only if''. You have shown one direction.

\textit{A.} Only that direction is needed. The theorem adds the converse: for nonsingular $A$ whose minimal polynomial has degree above $s+2$, no optimal $(s+2)$-term recurrence holds for all $b$ unless the adjoint is a polynomial in $A$ of degree at most $s$. I neither prove nor use this. Where I claim below that a matrix loses the short recurrence, I compute the offending entries $h_{ij}$ directly. The program tests \eqref{band} in cases where it could fail. Full Arnoldi on $z-H$ with a random complex Hermitian $H$ ($N=200$, $z=0.3+0.2i$, 20 steps) gives $\max_{j>i+1}|h_{ij}|=1.4\times10^{-16}$. For $s=2$, the diagonal matrix with entries $0,1,\omega,\omega^2$, $\omega=e^{2\pi i/3}$, has $\bar\lambda=\lambda^2$ for each eigenvalue, hence $A^\dagger=A^2$. Equation \eqref{band} allows $h_{13}\neq0$ and forbids $h_{14}$; the program finds $|h_{13}|=0.562$ and $|h_{14}|=1.3\times10^{-16}$. (This matrix is singular, which does not matter for \eqref{band}.)

\textit{Q.} How large is the class normal(1)? I suspect that normality does all the work.

\textit{A.} Let $A^\dagger=aA+c$ with $A$ not a multiple of the identity. The adjoint of this relation, with the relation inserted again, reads
\begin{equation}
A=\bar aA^\dagger+\bar c=|a|^2A+\bar ac+\bar c .
\end{equation}
Thus $(1-|a|^2)A$ is a multiple of the identity, which forces $|a|=1$. Write $a=e^{-2i\theta}$ and $C=e^{-i\theta}A$. Then $C^\dagger=e^{i\theta}A^\dagger=e^{-i\theta}A+e^{i\theta}c=C+\mu$ with $\mu=e^{i\theta}c$. The adjoint of $C^\dagger=C+\mu$ is $C=C^\dagger+\bar\mu=C+\mu+\bar\mu$, so $\mu$ is imaginary, $\mu=-2i\eta$. The matrix $H'=i\eta-C$ obeys $H'^\dagger=-i\eta-C+2i\eta=H'$. Hence $A=e^{i\theta}(i\eta-H')$, and a real shift $E$ is absorbed by $H=H'+E$. Conversely, $A=e^{i\theta}(z-H)$ has $A^\dagger=e^{-i\theta}(z-H-2i\eta)=e^{-2i\theta}A-2i\eta e^{-i\theta}$. So, up to an overall phase, $z-H$ is the whole class: normal matrices whose eigenvalues $e^{i\theta}(z-\lambda_k)$ lie on one straight line.

Both properties are needed. The program measures the largest $|h_{ij}|$ with $j>i+1$, and the misfit of the best fit $A^\dagger\approx aA+c$ in the Frobenius norm relative to $\|A^\dagger\|_F$. For $e^{0.6i}(z-H)$ it finds $1.4\times10^{-16}$ and $3.6\times10^{-16}$. For a normal matrix with eigenvalues on a parabola it finds $0.82$ and $0.58$; for a non-normal matrix with collinear eigenvalues, $0.11$ and $0.51$.

\section{The Lanczos basis of $H$}

\textit{Q.} Three terms, then, but with complex coefficients that depend on $z$. What has the Lanczos process for $H$ to do with it?

\textit{A.} A polynomial of degree below $m$ in $z-H$ is a polynomial of degree below $m$ in $H$ and the reverse, so $\mathcal K_m(A,b)=\mathcal K_m(H,b)$ for every $z$. Orthonormalize with $H$ itself, which is normal(1): $v_1=b/\|b\|$, $\beta_0=0$, and
\begin{equation}\label{lanczos}
\beta_jv_{j+1}=Hv_j-\alpha_jv_j-\beta_{j-1}v_{j-1}.
\end{equation}
Here $\alpha_j=\langle v_j,Hv_j\rangle$ is real because $H$ is Hermitian, and $\beta_j$ is the norm of the right side, positive for $j<d$ and zero for $j=d$. The coefficient of $v_{j-1}$ is $\langle v_{j-1},Hv_j\rangle=\langle Hv_{j-1},v_j\rangle=\beta_{j-1}$, by \eqref{lanczos} at the previous step. All coefficients are real even when $H$ and $b$ are complex. Let $V_m=[v_1,\dots,v_m]$, let $\underline T_m$ be the $(m+1)\times m$ tridiagonal matrix with diagonal $\alpha_j$ and off-diagonals $\beta_j$, $T_m$ its upper square block, and $\underline I_m$ the identity with a row of zeros appended. Then $HV_m=V_{m+1}\underline T_m$ and $V_m=V_{m+1}\underline I_m$, so
\begin{equation}\label{AV}
AV_m=V_{m+1}M_m,\qquad M_m=z\underline I_m-\underline T_m .
\end{equation}
The Arnoldi vectors of $A$ are $u_j=(-1)^{j-1}v_j$. Multiplying $Av_j=(z-\alpha_j)v_j-\beta_jv_{j+1}-\beta_{j-1}v_{j-1}$ by $(-1)^{j-1}$ gives
\begin{equation}
Au_j=\beta_{j-1}u_{j-1}+(z-\alpha_j)u_j+\beta_ju_{j+1},
\end{equation}
with the positive subdiagonal that fixes the Arnoldi phases. The shift enters only on the diagonal, and the basis does not depend on it.

\textit{Q.} An orthonormal basis of $\mathcal K_m$ is what a Galerkin method wants. To minimize $\|b-Ax\|$ one wants an orthonormal basis of $A\mathcal K_m$. Does the condition cover that?

\textit{A.} It does, in another inner product. With $B=A^\dagger A$, positive definite because $A$ is nonsingular, put $\langle u,v\rangle_B=u^\dagger Bv=\langle Au,Av\rangle$. From $u^\dagger BAv=(B^{-1}A^\dagger Bu)^\dagger Bv$ the $B$-adjoint of $A$ is $B^{-1}A^\dagger B$. By \eqref{adj} $A$ and $A^\dagger$ commute, so $B$ commutes with $A^\dagger$ and the $B$-adjoint is again $A^\dagger=A-2i\eta$. The argument of \eqref{band} uses only the adjoint and the nesting of the spaces, so any $B$-orthonormal vectors $p_j$ with $\mathrm{span}\{p_1,\dots,p_j\}=\mathcal K_j$ satisfy $\langle p_i,Ap_j\rangle_B=0$ for $j>i+1$. In such a basis the minimizer is the orthogonal projection of $b$ on $A\mathcal K_m$, $x_m=\sum_{j\le m}p_j\langle Ap_j,b\rangle$, which gains one term per step.

\section{The minimal residual recurrences}

\textit{Q.} Show me these $p_j$, without storing $V_m$.

\textit{A.} Put $x=V_my$. With $b=\|b\|V_{m+1}e_1$ and \eqref{AV}, $b-Ax=V_{m+1}(\|b\|e_1-M_my)$. The columns of $V_{m+1}$ are orthonormal, so
\begin{equation}\label{ls}
\|b-Ax\|=\bigl\|\,\|b\|e_1-M_my\,\bigr\| .
\end{equation}
This small least-squares problem is solved by reducing $M_m$ to triangular form with unitary rotations $G_j$ that act on rows $j$ and $j+1$ as
\begin{equation}
\begin{pmatrix}\bar c_j&s_j\\-s_j&c_j\end{pmatrix},\qquad s_j\in\mathbb R,\qquad |c_j|^2+s_j^2=1 .
\end{equation}
The rows have unit norm, and the first row times the conjugate of the second is $-\bar c_js_j+s_j\bar c_j=0$, so $G_j$ is unitary. A real $s_j$ suffices because the entry to be removed, $-\beta_j$, is real.

Column $j$ of $M_m$ holds $-\beta_{j-1}$, $z-\alpha_j$, $-\beta_j$ in rows $j-1$, $j$, $j+1$. The rotations $G_1,\dots,G_{j-3}$ touch rows up to $j-2$, where this column is zero, and do nothing. $G_{j-2}$ acts on the pair $(0,-\beta_{j-1})$ in rows $j-2$, $j-1$, and $G_{j-1}$ then acts on the pair $(\delta'_j,\,z-\alpha_j)$ in rows $j-1$, $j$:
\begin{align}
\epsilon_j&=-s_{j-2}\beta_{j-1}, & \delta'_j&=-c_{j-2}\beta_{j-1},\label{rot1}\\
\delta_j&=\bar c_{j-1}\delta'_j+s_{j-1}(z-\alpha_j), & \gamma_j&=-s_{j-1}\delta'_j+c_{j-1}(z-\alpha_j).\label{rot2}
\end{align}
The values $c_0=c_{-1}=1$, $s_0=s_{-1}=0$ make these formulas valid for $j=1,2$. The new rotation acts on $(\gamma_j,-\beta_j)$. Choose
\begin{equation}\label{rot3}
\rho_j=\sqrt{|\gamma_j|^2+\beta_j^2},\qquad c_j=\frac{\gamma_j}{\rho_j},\qquad s_j=-\frac{\beta_j}{\rho_j}.
\end{equation}
The upper entry becomes $\bar c_j\gamma_j-s_j\beta_j=(|\gamma_j|^2+\beta_j^2)/\rho_j=\rho_j$, and the lower one $-s_j\gamma_j-c_j\beta_j=(\beta_j\gamma_j-\gamma_j\beta_j)/\rho_j=0$. Earlier columns are already zero in rows $j$ and $j+1$, so $G_j$ leaves them alone. With $Q_m=G_m\cdots G_1$,
\begin{equation}
Q_mM_m=\begin{pmatrix}R_m\\0\end{pmatrix},
\end{equation}
where column $j$ of the upper triangular $R_m$ holds $\epsilon_j,\delta_j,\rho_j$ in rows $j-2,j-1,j$, and $R_{m-1}$ is its leading block.

On the right-hand side, before $G_j$ acts, rows $j$ and $j+1$ hold $(\phi_{j-1},0)$, with $\phi_0=\|b\|$. The rotation turns this pair into $(\tau_j,\phi_j)$,
\begin{equation}\label{phi}
\tau_j=\bar c_j\phi_{j-1},\qquad \phi_j=-s_j\phi_{j-1}=\frac{\beta_j}{\rho_j}\phi_{j-1}\ge0 .
\end{equation}
A unitary factor does not change the norm in \eqref{ls}, whose square is therefore $\|\tau-R_my\|^2+\phi_m^2$. The first term vanishes for $y=R_m^{-1}\tau$, so the minimal residual has norm $\|r_m\|=\phi_m$, known without forming $r_m$.

All components of $y$ change from step to step, so $y$ is not formed. Write $x_m=V_mR_m^{-1}\tau=P_m\tau$ with $P_mR_m=V_m$. Column $j$ of this equation is $\epsilon_jp_{j-2}+\delta_jp_{j-1}+\rho_jp_j=v_j$, which does not depend on $m$. Hence, with $p_0=p_{-1}=0$,
\begin{equation}\label{update}
p_j=\frac{v_j-\delta_jp_{j-1}-\epsilon_jp_{j-2}}{\rho_j},\qquad x_j=x_{j-1}+\bar c_j\phi_{j-1}\,p_j .
\end{equation}
These are the vectors you asked for: $p_j\in\mathcal K_j$, and
\begin{equation}
AP_m=V_{m+1}M_mR_m^{-1}=V_{m+1}Q_m^\dagger\,\underline I_m
\end{equation}
has orthonormal columns. Equations \eqref{lanczos} and \eqref{rot1}--\eqref{update} are the method. A step costs one product $Hv_j$. The iterate is the unique minimizer over $\mathcal K_m$ (unique since $R_m$ is invertible), and so it equals the GMRES iterate for $A$. As $\alpha_j,\beta_j,v_j$ are independent of $z$, one Lanczos run serves any number of shifts, each of which keeps its own scalars and the three vectors $p_{j-1},p_{j-2},x$.

\textit{Q.} You divide by $\rho_j$. Can it vanish?

\textit{A.} For $j<d$, $\rho_j\ge\beta_j>0$. At $j=d$, $\beta_d=0$ and $HV_d=V_dT_d$, so each eigenvalue of $T_d$ is an eigenvalue of $H$, and $z-T_d$ is nonsingular because $A$ is. The last row of $M_d$ is zero, so $M_d$ has rank $d$ through its block $z-T_d$; $R_d$ has the same rank, and $\rho_d\ne0$. Then $s_d=0$ and $\phi_d=0$: the method ends with the exact solution. In the program a matrix with five distinct eigenvalues has residual $0.450$, relative to $\|b\|$, at $m=4$ and $2.4\times10^{-14}$ at $m=5$.

\section{The residual in closed form}

\textit{Q.} The product $\prod_j\beta_j/\rho_j$ tells me nothing about how $\phi_m$ depends on $z$. Is there a formula that does?

\textit{A.} Define real polynomials by $q_0=1$, $q_{-1}=0$ and
\begin{equation}\label{q}
\beta_{k+1}q_{k+1}(\lambda)=(\lambda-\alpha_{k+1})q_k(\lambda)-\beta_kq_{k-1}(\lambda).
\end{equation}
This is \eqref{lanczos} with $H\to\lambda$, so $v_{k+1}=q_k(H)v_1$ and $q_k$ has degree $k$. Expanding $D_k=\det(\lambda-T_k)$ along its last row gives $D_{k+1}=(\lambda-\alpha_{k+1})D_k-\beta_k^2D_{k-1}$; dividing by $\beta_1\cdots\beta_{k+1}$ and multiplying by $\beta_{k+1}$ reproduces \eqref{q}, so $q_k(\lambda)=\det(\lambda-T_k)/(\beta_1\cdots\beta_k)$. The zeros of $q_k$ are the eigenvalues of the real symmetric $T_k$ and are real.

Take $m<d$. Any $x\in\mathcal K_m$ is $x=\sigma(H)b$ with $\deg\sigma<m$, so $r=p(H)b$ with $p(\lambda)=1-(z-\lambda)\sigma(\lambda)$, $\deg p\le m$, $p(z)=1$. Conversely, if $p(z)=1$ then $1-p$ is divisible by $z-\lambda$, so every such $p$ occurs. Expand $p=\sum_{k=0}^ma_kq_k$. Then $r=\|b\|\sum_ka_kv_{k+1}$ and $\|r\|^2=\|b\|^2\sum_k|a_k|^2$, with the constraint $\sum_ka_kq_k(z)=1$. The Cauchy--Schwarz inequality gives $1\le K_m\sum_k|a_k|^2$ with
\begin{equation}
K_m=\sum_{k=0}^m|q_k(z)|^2,
\end{equation}
and equality holds for $a_k=\overline{q_k(z)}/K_m$. Therefore
\begin{equation}\label{chris}
r_m=\frac{\|b\|}{K_m}\sum_{k=0}^m\overline{q_k(z)}\,v_{k+1},\qquad \phi_m=\frac{\|b\|}{\sqrt{K_m}} .
\end{equation}
The residual falls as fast as the orthonormal polynomials grow at $z$. Comparison with \eqref{phi} and \eqref{rot3} identifies the rotation,
\begin{equation}\label{sc}
s_m^2=\frac{K_{m-1}}{K_m},\qquad |c_m|^2=\frac{|q_m(z)|^2}{K_m},\qquad \frac{|\gamma_m|}{\beta_m}=\frac{|c_m|}{|s_m|}=\frac{|q_m(z)|}{\sqrt{K_{m-1}}}.
\end{equation}

\textit{Q.} One could also solve $(z-T_m)y=\|b\|e_1$ and be done. How does that compare?

\textit{A.} That is the Galerkin iterate, defined by $V_m^\dagger r^G_m=0$. Its residual lies in $\mathcal K_{m+1}$ and is orthogonal to $\mathcal K_m$, so it is a multiple of $v_{m+1}$, its polynomial is a multiple of $q_m$, and $p(z)=1$ fixes $r^G_m=\|b\|v_{m+1}/q_m(z)$. It exists when $q_m(z)\ne0$, which holds for all $\eta\neq0$. By \eqref{chris} and \eqref{sc}, $\|r_m^G\|=\|b\|/|q_m(z)|=\phi_m/|c_m|\ge\phi_m$. Splitting off the last term of \eqref{chris},
\begin{equation}
r_m=\frac{K_{m-1}}{K_m}r_{m-1}+\frac{|q_m(z)|^2}{K_m}\frac{\|b\|v_{m+1}}{q_m(z)}=s_m^2\,r_{m-1}+|c_m|^2\,r_m^G .
\end{equation}
The minimal residual is a weighted mean of the previous one and the Galerkin one. A large Galerkin residual means a small $|q_m(z)|$, little weight, and a step with little gain.

The shifted matrix $z-H$ has a three-term recurrence, and from it we have derived a minimal residual method that uses one Lanczos basis for all shifts, with a closed form for its residual. What remains is to settle when the method can stall and how fast it converges, to bound the error of $G$, to test the method on a lattice, and to see where the structure is lost.
